# Does biorthogonality fix the PAW projectors uniquely?: test program

```python
"""PAW projectors are not fixed by biorthogonality <p_i|phis_j> = delta_ij.

Result under test: p_1 -> p_1 + lam*q, with q orthogonal to all smooth partial
waves phis_j, leaves reconstruction and expectation values of functions in
span{phis_j} unchanged. The full transformed eigenproblem keeps all its
eigenvalues. The one-centre PAW eigenproblem does not: its 1s level shifts by
-lam^2 B_11^2 <q|G|q>, G = inverse of (H - e1 S) off its kernel.

System: hydrogen atom, s states, u(r) = r R(r), atomic units internally.
phi: true partial waves (1s, 2s); phis: smooth partial waves; v, vs: true and
smooth potentials; chi_j = (e_j - kinetic - vs) phis_j; B_ij = <phis_i|chi_j>;
dH, dO: true minus smooth sphere integrals of Hamiltonian and overlap.
Grid vectors hold sqrt(weight)*u, so a dot product is a radial integral.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial, Legendre
from scipy.linalg import eigh
from scipy.constants import physical_constants

bohr = physical_constants["Bohr radius"][0] * 1e10
hartree = physical_constants["Hartree energy in eV"][0]

# ---------- spectral elements with Gauss-Lobatto nodes ----------
n = 24
leg = Legendre.basis(n - 1)
x = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
px = leg(x)
w = 2 / (n * (n - 1) * px**2)
D = np.zeros((n, n))
for i in range(n):
    for j in range(n):
        if i != j:
            D[i, j] = px[i] / (px[j] * (x[i] - x[j]))
D[0, 0], D[-1, -1] = -n * (n - 1) / 4, n * (n - 1) / 4

edges_ang = np.array([0, 0.8, 2, 4, 7, 12, 18, 26, 40])
edges = edges_ang / bohr
rc = edges[1]
size = (len(edges) - 1) * (n - 1) + 1
r_all, weight, kin = np.zeros(size), np.zeros(size), np.zeros((size, size))
for e in range(len(edges) - 1):
    h = edges[e + 1] - edges[e]
    s = slice(e * (n - 1), e * (n - 1) + n)
    r_all[s] = edges[e] + h * (x + 1) / 2
    weight[s] += w * h / 2
    kin[s, s] += 0.5 * (D.T * w) @ D * 2 / h
r = r_all[1:-1]
sw = np.sqrt(weight[1:-1])
kin = kin[1:-1, 1:-1] / np.outer(sw, sw)
inside = np.arange(len(r)) < n - 2          # nodes strictly inside the sphere

# ---------- true and smooth partial waves and potentials ----------
X = sp.symbols("X", positive=True)           # X = r^2
root = sp.sqrt(X)


def smooth_poly(expr, order):
    """Taylor polynomial in r^2 about rc^2, returned as a polynomial in r."""
    out = Polynomial([0.0])
    for k in range(order + 1):
        c = float(sp.diff(expr, X, k).subs(X, rc**2).evalf()) / float(sp.factorial(k))
        out = out + c * Polynomial([-rc**2, 0, 1])**k
    return out


levels = np.array([-1 / 2, -1 / 8, -1 / 18])
eps = levels[:2]
true_u = [lambda t: 2 * t * np.exp(-t),
          lambda t: t * (1 - t / 2) * np.exp(-t / 2) / np.sqrt(2)]
rpoly = Polynomial([0, 1])
smooth_u = [rpoly * smooth_poly(2 * sp.exp(-root), 3),
            rpoly * smooth_poly((1 - root / 2) * sp.exp(-root / 2) / sp.sqrt(2), 3)]
v_smooth = smooth_poly(-1 / root, 2)
chi_poly = [eps[j] * smooth_u[j] - v_smooth * smooth_u[j] + 0.5 * smooth_u[j].deriv(2)
            for j in range(2)]

phi = np.array([sw * f(r) for f in true_u]).T
phis = np.array([sw * np.where(inside, smooth_u[j](r), true_u[j](r)) for j in range(2)]).T
chi = np.array([sw * np.where(inside, c(r), 0.0) for c in chi_poly]).T
B = phis.T @ chi
p = chi @ np.linalg.inv(B)

# ---------- one-centre matrices straight from their definition ----------
ri, wi, Di = r_all[:n], w * rc / 2, D * 2 / rc
F = np.array([f(ri) for f in true_u])
Fs = np.array([f(ri) for f in smooth_u])
v_in = np.zeros(n)
v_in[1:] = -1 / ri[1:]                       # u vanishes at r = 0
dO = (F * wi) @ F.T - (Fs * wi) @ Fs.T
G1, G1s = F @ Di.T, Fs @ Di.T
dH = (0.5 * ((G1 * wi) @ G1.T - (G1s * wi) @ G1s.T)
      + (F * wi * v_in) @ F.T - (Fs * wi * v_smooth(ri)) @ Fs.T)
assert np.allclose(dH, dO * eps[None, :] + B, atol=1e-9)

# ---------- the added function q ----------
bump = sw * np.where(inside, r * (1 - r**2 / rc**2)**2, 0.0)
q = bump - p @ (phis.T @ bump)
q *= np.linalg.norm(p[:, 0]) / np.linalg.norm(q)
lam = 0.2


def shifted(strength):
    out = p.copy()
    out[:, 0] += strength * q
    return out


p_new = shifted(lam)
for proj in (p, p_new):
    assert np.allclose(proj.T @ phis, np.eye(2), atol=1e-9)
n_inner = int(inside.sum())
n_free = n_inner - np.linalg.matrix_rank(phis[inside].T)
assert n_free == n_inner - 2

H_true = kin + np.diag(-1 / r)
H_loc = kin + np.diag(np.where(inside, v_smooth(r), -1 / r))
one = np.eye(len(r))


def one_centre(proj):
    return H_loc + proj @ dH @ proj.T, one + proj @ dO @ proj.T


def transform(proj):
    return one + (phi - phis) @ proj.T


def energy(f, pair):
    return (f @ pair[0] @ f) / (f @ pair[1] @ f)


old, new = one_centre(p), one_centre(p_new)
T_old, T_new = transform(p), transform(p_new)

# ---------- given functions: inside and outside the span ----------
mix = np.array([0.8, 0.6])
f_span = phis @ mix
e_mix = mix**2 @ eps / (mix @ mix)
assert np.allclose(T_old @ f_span, phi @ mix, atol=1e-9)
assert np.allclose(T_new @ f_span, phi @ mix, atol=1e-9)
e_span = [energy(f_span, k) for k in (old, new)]
assert np.allclose(e_span, e_mix, atol=1e-8)

sigma_ang = np.array([0.5, 0.3])
gauss = []
for sig in sigma_ang / bohr:
    g = sw * r * np.exp(-r**2 / (2 * sig**2))
    gauss.append(g / np.linalg.norm(g))
f_out = gauss[0]
f_blind = gauss[0] - gauss[1] * (q @ gauss[0]) / (q @ gauss[1])
f_blind /= np.linalg.norm(f_blind)


def outside_part(f):
    return np.linalg.norm((f - phis @ (p.T @ f))[inside])


def recon_change(f):
    return np.linalg.norm((T_new - T_old) @ f)


e_out = [energy(f_out, k) for k in (old, new)]
e_out_full = [energy(f_out, (t.T @ H_true @ t, t.T @ t)) for t in (T_old, T_new)]
e_blind = [energy(f_blind, k) for k in (old, new)]
assert recon_change(f_span) < 1e-9 and recon_change(f_out) > 1e-5
assert abs(e_out[1] - e_out[0]) > 1e-6
assert outside_part(f_blind) > 1e-4 and recon_change(f_blind) < 1e-9
assert abs(e_blind[1] - e_blind[0]) < 1e-8

# ---------- full transformed eigenproblem ----------
dets, full_levels = [], []
for proj, t in ((p, T_old), (p_new, T_new)):
    small = np.linalg.det(proj.T @ phi)
    assert abs(small) > 1e-3 and np.isclose(np.linalg.det(t), small, rtol=1e-6)
    dets.append(small)
    ev = eigh(t.T @ H_true @ t, t.T @ t, eigvals_only=True)[:3]
    assert np.allclose(ev, levels, atol=1e-7)
    full_levels.append(ev)
u3 = sw * r * 2 / (3 * np.sqrt(3)) * (1 - 2 * r / 3 + 2 * r**2 / 27) * np.exp(-r / 3)
smooth_change = [np.linalg.norm(np.linalg.solve(T_new, u) - np.linalg.solve(T_old, u))
                 for u in (phi[:, 0], u3)]
assert smooth_change[0] < 1e-9 and smooth_change[1] > 1e-7

# ---------- one-centre eigenproblem ----------
s_min = [np.linalg.eigvalsh(k[1])[0] for k in (old, new)]
assert min(s_min) > 0
ev_old = eigh(*old, eigvals_only=True)[:3]
ev_new = eigh(*new, eigvals_only=True)[:3]
assert np.allclose(ev_old[:2], eps, atol=1e-8)
assert ev_new[0] < eps[0] - 1e-7
assert abs(energy(phis[:, 0], new) - eps[0]) < 1e-8

residual = (new[0] - eps[0] * new[1]) @ phis[:, 0]
assert np.linalg.norm(residual - lam * B[0, 0] * q) < 1e-6
assert np.linalg.norm(residual) > 1e-3

kernel = old[1] @ phis[:, 0]
response = np.linalg.solve(old[0] - eps[0] * old[1] + np.outer(kernel, kernel), q)
coefficient = -B[0, 0]**2 * (q @ response)   # predicted shift / lam^2


def shift_1s(strength):
    return eigh(*one_centre(shifted(strength)), eigvals_only=True)[0] - eps[0]


tiny = 0.01
measured = (shift_1s(tiny) + shift_1s(-tiny)) / (2 * tiny**2)
assert coefficient < 0 and abs(measured / coefficient - 1) < 0.01

# ---------- printed numbers ----------
print(f"sphere radius r_c = {rc * bohr:.2f} angstrom")
print(f"outer radius of radial grid = {edges_ang[-1]:.0f} angstrom")
print(f"strength lam = {lam:.2f} (dimensionless)")
print(f"norm of p_1 and of q = {np.linalg.norm(q):.4f} (dimensionless)")
print(f"overlaps <q|phis_1>, <q|phis_2> = {q @ phis[:, 0]:.1e}, {q @ phis[:, 1]:.1e}")
print(f"grid nodes inside sphere = {n_inner}, free directions for q = {n_free}")
print(f"B_11 = {B[0, 0] * hartree:.4f} eV")
print(f"dH_11 = {dH[0, 0] * hartree:.4f} eV, dO_11 = {dO[0, 0]:.5f}")
print("GIVEN FUNCTIONS, one-centre energy in eV: old p, new p")
print(f"mixture coefficients of 1s, 2s = {mix[0]:.1f}, {mix[1]:.1f}")
print(f"mixture, from hydrogen levels = {e_mix * hartree:.5f} eV")
print(f"mixture in span: {e_span[0] * hartree:.5f}, {e_span[1] * hartree:.5f}")
print(f"Gaussian widths sigma = {sigma_ang[0]:.1f}, {sigma_ang[1]:.1f} angstrom")
print(f"first Gaussian: {e_out[0] * hartree:.5f}, {e_out[1] * hartree:.5f}")
print(f"first Gaussian, full T: {e_out_full[0] * hartree:.5f}, "
      f"{e_out_full[1] * hartree:.5f}")
print(f"combination orthogonal to q: {e_blind[0] * hartree:.5f}, "
      f"{e_blind[1] * hartree:.5f}")
print("norm of part outside span (in sphere); norm of reconstruction change")
for name, f in (("mixture", f_span), ("first Gaussian", f_out),
                ("combination orthogonal to q", f_blind)):
    print(f"{name}: {outside_part(f):.2e}; {recon_change(f):.2e}")
print("EIGENVALUES in eV: 1s, 2s, 3s")
for name, ev in (("hydrogen levels", levels), ("full T, old p", full_levels[0]),
                 ("full T, new p", full_levels[1]), ("one-centre, old p", ev_old),
                 ("one-centre, new p", ev_new)):
    print(f"{name}: " + ", ".join(f"{val * hartree:.6f}" for val in ev))
print(f"det T: old p {dets[0]:.5f}, new p {dets[1]:.5f}")
print(f"smallest eigenvalue of overlap: old {s_min[0]:.4f}, new {s_min[1]:.4f}")
print(f"change of smooth 1s from T^-1 = {smooth_change[0]:.1e} (norm)")
print(f"change of smooth 3s from T^-1 = {smooth_change[1]:.1e} (norm)")
print(f"energy of phis_1 with new p = {energy(phis[:, 0], new) * hartree:.6f} eV")
print(f"residual norm of phis_1 with new p = {np.linalg.norm(residual) * hartree:.4f} eV")
print("1s SHIFT in meV: computed, second-order formula")
for strength in (0.01, 0.1, lam):
    print(f"lam = {strength:.2f}: {shift_1s(strength) * hartree * 1e3:.4f}, "
          f"{coefficient * strength**2 * hartree * 1e3:.4f}")
print(f"small-lam ratio computed/formula = {measured / coefficient:.5f}")
print("all tests passed")
```

Printed output:

```
sphere radius r_c = 0.80 angstrom
outer radius of radial grid = 40 angstrom
strength lam = 0.20 (dimensionless)
norm of p_1 and of q = 16.2950 (dimensionless)
overlaps <q|phis_1>, <q|phis_2> = -3.0e-11, -9.0e-12
grid nodes inside sphere = 22, free directions for q = 20
B_11 = -4.7419 eV
dH_11 = -5.7600 eV, dO_11 = 0.07483
GIVEN FUNCTIONS, one-centre energy in eV: old p, new p
mixture coefficients of 1s, 2s = 0.8, 0.6
mixture, from hydrogen levels = -9.93216 eV
mixture in span: -9.93216, -9.93216
Gaussian widths sigma = 0.5, 0.3 angstrom
first Gaussian: -10.37009, -10.45417
first Gaussian, full T: -10.36976, -10.36718
combination orthogonal to q: -10.44380, -10.44380
norm of part outside span (in sphere); norm of reconstruction change
mixture: 8.46e-15; 5.03e-13
first Gaussian: 4.63e-03; 6.17e-04
combination orthogonal to q: 9.43e-04; 7.21e-17
EIGENVALUES in eV: 1s, 2s, 3s
hydrogen levels: -13.605693, -3.401423, -1.511744
full T, old p: -13.605693, -3.401423, -1.511744
full T, new p: -13.605693, -3.401423, -1.511744
one-centre, old p: -13.605693, -3.401423, -1.511744
one-centre, new p: -14.305057, -3.501256, -1.542483
det T: old p 1.35880, new p 1.50677
smallest eigenvalue of overlap: old 0.9695, new 0.9689
change of smooth 1s from T^-1 = 3.4e-13 (norm)
change of smooth 3s from T^-1 = 1.1e-05 (norm)
energy of phis_1 with new p = -13.605693 eV
residual norm of phis_1 with new p = 15.4540 eV
1s SHIFT in meV: computed, second-order formula
lam = 0.01: -1.5524, -1.5531
lam = 0.10: -159.2680, -155.3067
lam = 0.20: -699.3640, -621.2269
small-lam ratio computed/formula = 1.00033
all tests passed
```
